# Gaussian Core Potentials Sharing One Valence Eigenvalue: Radius and Polarizability: verification in Python

```python
"""
Result under test: for V(r) = -Q/r + A exp(-a r^2), prescribing the lowest
s eigenvalue eps fixes A for each exponent a, but leaves a free.  Along this
family the mean radius and dipole polarizability change.
Symbols (Hartree atomic units): Q core charge, A Gaussian strength,
a Gaussian exponent, eps prescribed level, u normalized radial function,
kappa = sqrt(-2 eps), R radius of the limiting hard sphere.
The radial functions are piecewise polynomials on Gauss-Lobatto nodes;
an eigenvector entry is u(node) times the root of the node's weight.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

Q, EPS = 1.0, -0.2
KAPPA = np.sqrt(-2 * EPS)
NU = Q / KAPPA

# Gauss-Lobatto nodes, weights, differentiation and integration matrices
N = 15
poly = leg.Legendre.basis(N)
t = np.concatenate(([-1], np.sort(poly.deriv().roots().real), [1]))
pt = poly(t)
wt = 2 / (N * (N + 1) * pt**2)
gaps = t[:, None] - t[None, :] + np.eye(N + 1)
DIFF = pt[:, None] / pt[None, :] / gaps
np.fill_diagonal(DIFF, 0)
DIFF[0, 0], DIFF[-1, -1] = -N * (N + 1) / 4, N * (N + 1) / 4
CUM = leg.legval(t, leg.legint(np.eye(N + 1), lbnd=-1)).T \
    @ np.linalg.inv(leg.legvander(t, N))

# elements: short where narrow Gaussians form a steep wall
edges = np.array([0, 0.4, 0.7, 1, 1.5, 2, 3, 4, 6, 8, 12, 16, 22, 30,
                  40, 60.0])
half = np.diff(edges) / 2
size = N * len(half) + 1
r_all, w_all = np.zeros(size), np.zeros(size)
stiff = np.zeros((size, size))
for k, hk in enumerate(half):
    part = slice(k * N, (k + 1) * N + 1)
    r_all[part] = edges[k] + hk * (t + 1)
    w_all[part] += hk * wt
    stiff[part, part] += 0.5 * (DIFF.T * wt) @ DIFF / hk
r, w = r_all[1:-1], w_all[1:-1]
root = np.sqrt(w)
KIN = stiff[1:-1, 1:-1] / np.outer(root, root)
NB = len(r)


def bare(l, shift=0.0):
    """Kinetic, centrifugal and Coulomb energy; wall at r = shift."""
    d = r + shift
    return KIN + np.diag(l * (l + 1) / (2 * d**2) - Q / d)


H = [bare(l) for l in range(4)]


def polarizability(h_p, level, u, dist):
    b = root * dist * u
    return 2 / 3 * b @ np.linalg.solve(h_p - level * np.eye(NB), b)


# the numerical method on the hydrogenic atom
e_h, c_h = eigh(H[0], subset_by_index=[0, 0])
assert abs(e_h[0] + Q**2 / 2) < 1e-8
assert abs(polarizability(H[1], e_h[0], c_h[:, 0] / root, r)
           - 9 / (2 * Q**4)) < 1e-6


def member(a, eps=EPS):
    """Find A for exponent a and return properties of that potential."""
    g = np.exp(-a * r**2)

    def miss(strength):
        return eigh(H[0] + np.diag(strength * g), eigvals_only=True,
                    subset_by_index=[0, 0])[0] - eps
    start = eps + Q**2 / 2
    lo, hi = 0.9 * start, 2 * start
    while miss(hi) * np.sign(start) < 0:
        lo, hi = hi, 2 * hi
    A = brentq(miss, min(lo, hi), max(lo, hi), xtol=1e-13, rtol=1e-14)
    e, c = eigh(H[0] + np.diag(A * g), subset_by_index=[0, 1])
    u = c[:, 0] / root
    u = u * np.sign(u[np.argmin(abs(r - 4.0))])
    hp = H[1] + np.diag(A * g)
    return dict(a=a, A=A, u=u, u2=c[:, 1] / root, g=g, e2=e[1],
                ep=eigh(hp, eigvals_only=True, subset_by_index=[0, 0])[0],
                inv=np.sum(w * u**2 / r), r1=np.sum(w * u**2 * r),
                r2=np.sum(w * u**2 * r**2),
                pol=polarizability(hp, eps, u, r))


def tail(x):
    return float(mp.whitw(NU, 0.5, 2 * KAPPA * x))


def at(m, x):
    """Value of u at an element boundary x."""
    i = np.argmin(abs(r - x))
    assert abs(r[i] - x) < 1e-10
    return m["u"][i]


# the family
exponents = [0.125, 0.25, 0.5, 1.0, 2.0, 4.0, 8.0]
fam = [member(a) for a in exponents]
tail_error = 0.0
for m in fam:
    m["amp"] = at(m, 12.0) / tail(12.0)
    # common outer shape, Gaussian negligible beyond 12 bohr
    dev = abs(at(m, 16.0) / at(m, 12.0) / (tail(16.0) / tail(12.0)) - 1)
    assert dev < 1e-5, (m["a"], dev)
    tail_error = max(tail_error, dev)
    assert m["pol"] > 4 / 9 * m["r2"] ** 2
for key in ("A", "r1", "r2", "amp", "pol"):
    assert np.all(np.diff([m[key] for m in fam]) > 0), key
assert np.all(np.diff([m["inv"] for m in fam]) < 0)
assert np.ptp([m["e2"] for m in fam]) > 1e-4


# level and mean radius by two-sided integration of the radial equation
def shoot(m):
    def rhs(x, y):
        v = -Q / x + m["A"] * np.exp(-m["a"] * x * x)
        return [y[1], 2 * (v - EPS) * y[0], y[0]**2, x * y[0]**2]
    opts = dict(method="DOP853", rtol=1e-11, atol=1e-24)
    x0, xm, x1 = 1e-6, 3.0, 40.0
    out = solve_ivp(rhs, (x0, xm), [x0, 1.0, 0, 0], **opts).y[:, -1]
    inn = solve_ivp(rhs, (x1, xm), [1e-8, 1e-8 * (NU / x1 - KAPPA), 0, 0],
                    **opts).y[:, -1]
    norm = out[2] / out[0]**2 - inn[2] / inn[0]**2
    first = out[3] / out[0]**2 - inn[3] / inn[0]**2
    return out[1] / out[0] - inn[1] / inn[0], first / norm


for m in (fam[0], fam[2], fam[-1]):
    mismatch, radius = shoot(m)
    assert abs(mismatch) < 1e-5, (m["a"], mismatch)
    assert abs(radius - m["r1"]) < 1e-5, (m["a"], radius, m["r1"])
    if m is fam[2]:
        shot_radius = radius

# polarizability from the dipole induced by a finite uniform field
mid = fam[2]


def dipole_per_field(F):
    ham = np.zeros((4 * NB, 4 * NB))
    z = np.zeros_like(ham)
    for l in range(4):
        i = slice(l * NB, (l + 1) * NB)
        ham[i, i] = H[l] + np.diag(mid["A"] * mid["g"])
        if l < 3:
            j = slice((l + 1) * NB, (l + 2) * NB)
            z[i, j] = np.diag(r * (l + 1) / np.sqrt((2*l + 1) * (2*l + 3)))
            z[j, i] = z[i, j]
    v = eigh(ham + F * z, subset_by_index=[0, 0])[1][:, 0]
    return -(v @ z @ v) / F


F = 5e-4
pol_field = (4 * dipole_per_field(F / 2) - dipole_per_field(F)) / 3
assert abs(pol_field / mid["pol"] - 1) < 1e-4, (pol_field, mid["pol"])

# slopes along the family: formulas against finite differences
h = 1e-3
plus, minus = member(mid["a"] + h), member(mid["a"] - h)
fd = {k: (plus[k] - minus[k]) / (2 * h) for k in ("A", "r1", "e2", "pol")}
g = mid["g"]
rho = mid["u"]**2
g1 = np.sum(w * g * rho)
r0sq = np.sum(w * g * r**2 * rho) / g1
slope_A = mid["A"] * r0sq
slope_e2 = mid["A"] * np.sum(w * g * (r0sq - r**2) * mid["u2"]**2)
assert abs(fd["A"] / slope_A - 1) < 1e-4
assert abs(fd["e2"] - slope_e2) < 1e-6, (fd["e2"], slope_e2)


def split_integral(f, r_split):
    """Integral from 0 to r of a zero-mean f, summed from the nearer end."""
    full = np.concatenate(([0], f, [0]))
    left, right = np.zeros(size), np.zeros(size)
    for k, hk in enumerate(half):
        part = slice(k * N, (k + 1) * N + 1)
        left[part] = left[k * N] + hk * CUM @ full[part]
    for k in range(len(half) - 1, -1, -1):
        part = slice(k * N, (k + 1) * N + 1)
        right[part] = right[(k + 1) * N] \
            + half[k] * (CUM[-1] - CUM) @ full[part]
    return np.where(r < r_split, left[1:-1], -right[1:-1])


dv = mid["A"] * g * (r0sq - r**2)
D = split_integral(dv * rho, np.sqrt(r0sq))
S = -split_integral((r - mid["r1"]) * rho, mid["r1"])
near = r < 12      # the Gaussian, and with it D, is negligible beyond
slope_r = 4 * np.sum((w * D * S)[near] / rho[near])
assert abs(fd["r1"] / slope_r - 1) < 1e-3, (fd["r1"], slope_r)

# strength derivative of the level
dA = 1e-3
levels = [eigh(H[0] + np.diag((mid["A"] + s * dA) * g), eigvals_only=True,
               subset_by_index=[0, 0])[0] for s in (1, -1)]
assert abs((levels[0] - levels[1]) / (2 * dA) - g1) < 1e-6

# wide-Gaussian limit: shifted hydrogenic atom and its first correction
tiny = 1e-4
wide, wide2 = member(tiny), member(2 * tiny)
r_h, pol_h = 3 / (2 * Q), 9 / (2 * Q**4)
s1, s2 = (wide["r1"] - r_h) / tiny, (wide2["r1"] - r_h) / (2 * tiny)
slope0 = 27 * (EPS + Q**2 / 2) / (2 * Q**5)
assert abs((2 * s1 - s2) / slope0 - 1) < 1e-2
assert abs(wide["pol"] - pol_h) < 0.05
assert abs(wide["A"] - (EPS + Q**2 / 2)) < 1e-3

# narrow-Gaussian limit: Coulomb field outside a hard sphere
R = brentq(tail, 0.01, 3.0, xtol=1e-12)
e_hs, c_hs = eigh(bare(0, R), subset_by_index=[0, 1])
assert abs(e_hs[0] - EPS) < 1e-7
u_hs = c_hs[:, 0] / root
r_hs = np.sum(w * u_hs**2 * (r + R))
pol_hs = polarizability(bare(1, R), EPS, u_hs, r + R)
gap = {m["a"]: r_hs - m["r1"] for m in fam}
assert 0 < gap[8.0] < 0.3 * gap[2.0], gap
assert abs(pol_hs - fam[-1]["pol"]) < 0.3 * abs(pol_hs - fam[4]["pol"])

# a level below the hydrogenic one: attractive Gaussian, reversed trend
deep = [member(a, -0.6) for a in (0.5, 1.0, 2.0)]
assert all(m["A"] < 0 for m in deep)
assert np.all(np.diff([m["r1"] for m in deep]) < 0)

# report
bohr = const.physical_constants["Bohr radius"][0] * 1e10
print(f"core charge Q = {Q:.1f} e; level eps = {EPS:.3f} hartree")
print(f"kappa = {KAPPA:.5f} 1/bohr; Q/kappa = {NU:.5f} (no unit)")
print("a [bohr^-2], A [hartree], <r> [bohr], <r^2> [bohr^2], pol [a.u.]")
for m in fam:
    print(f"{m['a']:6.3f} {m['A']:12.5f} {m['r1']:9.5f} "
          f"{m['r2']:9.4f} {m['pol']:9.4f}")
print("a [bohr^-2], tail amplitude [bohr^-1/2], 2nd s, lowest p [hartree],")
print("  bound (4/9)<r^2>^2 [a.u.]")
for m in fam:
    print(f"{m['a']:6.3f} {m['amp']:9.5f} {m['e2']:10.6f} {m['ep']:10.6f} "
          f"{4 / 9 * m['r2']**2:9.4f}")
print(f"largest tail-ratio deviation = {tail_error:.1e} (no unit)")
print(f"wide limit: A = {EPS + Q**2/2:.3f} hartree, <r> = {r_h:.3f} bohr")
print(f"wide limit: pol = {pol_h:.3f} a.u.")
print(f"wide limit: d<r>/da = {slope0:.4f} bohr^3 (formula)")
print(f"wide limit: d<r>/da = {2*s1 - s2:.4f} bohr^3 (numerical)")
print(f"hard sphere: R = {R:.5f} bohr, <r> = {r_hs:.5f} bohr")
print(f"hard sphere: pol = {pol_hs:.4f} a.u., 2nd s = {e_hs[1]:.6f} hartree")
print(f"at a = {mid['a']} bohr^-2:")
print(f"  <g> = {g1:.6f} (no unit), r0 = {np.sqrt(r0sq):.5f} bohr")
print(f"  dA/da = {slope_A:.5f} formula, {fd['A']:.5f} numerical "
      "[hartree bohr^2]")
print(f"  d<r>/da = {slope_r:.5f} formula, {fd['r1']:.5f} numerical [bohr^3]")
print(f"  d(2nd s)/da = {slope_e2:.6f} formula, {fd['e2']:.6f} numerical "
      "[hartree bohr^2]")
print(f"  d(pol)/da = {fd['pol']:.4f} a.u. bohr^2 (numerical)")
print(f"  <r> by two-sided integration = {shot_radius:.5f} bohr")
print(f"  pol from finite field = {pol_field:.4f} a.u.")
first, last = fam[0], fam[-1]
print(f"<r> from {first['r1']*bohr:.4f} to {last['r1']*bohr:.4f} angstrom")
print(f"pol from {first['pol']*bohr**3:.3f} to {last['pol']*bohr**3:.3f} "
      "angstrom^3")
print(f"ratios last/first: <r> {last['r1']/first['r1']:.4f}, "
      f"pol {last['pol']/first['pol']:.4f} (no unit)")
print("level -0.6 hartree: a [bohr^-2], A [hartree], <r> [bohr]")
for m in deep:
    print(f"{m['a']:6.3f} {m['A']:10.5f} {m['r1']:9.5f}")
print("verified")
```

Output:

```
core charge Q = 1.0 e; level eps = -0.200 hartree
kappa = 0.63246 1/bohr; Q/kappa = 1.58114 (no unit)
a [bohr^-2], A [hartree], <r> [bohr], <r^2> [bohr^2], pol [a.u.]
 0.125      0.44994   2.50902    9.0726   45.9994
 0.250      0.66200   3.19344   13.3604   85.6386
 0.500      1.25572   3.61588   15.9610  115.0437
 1.000      3.33808   3.78064   16.9493  129.4343
 2.000     14.65761   3.82794   17.2269  134.8439
 4.000    147.37645   3.83876   17.2896  136.3316
 8.000   6163.65663   3.84106   17.3027  136.6714
a [bohr^-2], tail amplitude [bohr^-1/2], 2nd s, lowest p [hartree],
  bound (4/9)<r^2>^2 [a.u.]
 0.125   0.37142  -0.089703  -0.088698   36.5835
 0.250   0.48974  -0.083559  -0.101137   79.3337
 0.500   0.54595  -0.077182  -0.109040  113.2239
 1.000   0.56492  -0.075007  -0.113452  127.6793
 2.000   0.56997  -0.074468  -0.115438  131.8955
 4.000   0.57109  -0.074352  -0.116036  132.8575
 8.000   0.57132  -0.074328  -0.116178  133.0587
largest tail-ratio deviation = 1.0e-09 (no unit)
wide limit: A = 0.300 hartree, <r> = 1.500 bohr
wide limit: pol = 4.500 a.u.
wide limit: d<r>/da = 4.0500 bohr^3 (formula)
wide limit: d<r>/da = 4.0500 bohr^3 (numerical)
hard sphere: R = 0.80293 bohr, <r> = 3.84158 bohr
hard sphere: pol = 136.7551 a.u., 2nd s = -0.074323 hartree
at a = 0.5 bohr^-2:
  <g> = 0.076782 (no unit), r0 = 1.51142 bohr
  dA/da = 2.86856 formula, 2.86856 numerical [hartree bohr^2]
  d<r>/da = 0.77563 formula, 0.77563 numerical [bohr^3]
  d(2nd s)/da = 0.011061 formula, 0.011061 numerical [hartree bohr^2]
  d(pol)/da = 60.8703 a.u. bohr^2 (numerical)
  <r> by two-sided integration = 3.61588 bohr
  pol from finite field = 115.0437 a.u.
<r> from 1.3277 to 2.0326 angstrom
pol from 6.816 to 20.253 angstrom^3
ratios last/first: <r> 1.5309, pol 2.9712 (no unit)
level -0.6 hartree: a [bohr^-2], A [hartree], <r> [bohr]
 0.500   -0.22084   1.34895
 1.000   -0.33270   1.31893
 2.000   -0.55937   1.29557
verified
```
